# Deuterium exchange between carbon and metal sites in beta-hydride elimination: a numerical check

```python
"""
Equilibrium preference of deuterium for carbon over a metal.
Exchange:  M-D + C-H  <=>  M-H + C-D   (one site of each kind)
Result under test, for one harmonic stretch per bond and m_D = 2 m_H:
    K = exp[(1 - 1/sqrt(2)) (nu_C - nu_M) / (2 kT)],  about 2.2 at 300 K
nu_C, nu_M : C-H and M-H stretching wavenumbers (cm^-1)
kT         : thermal energy as a wavenumber (cm^-1)
K > 1 means that deuterium prefers carbon.
Levels of H and D are found by diagonalization in a common potential.
"""
import numpy as np
from scipy import constants as const

NU_C, NU_M = 2900.0, 1800.0          # stretches, cm^-1
T_ROOM, T_GROWTH = 300.0, 700.0      # K
BENDS_C, BENDS_M = (1300.0, 950.0), (750.0, 700.0)   # rough, cm^-1
X_C, X_M = 60.0, 30.0                # rough Morse anharmonicities, cm^-1
MASS_C, MASS_GA = 12.0, 69.723       # u
IDEAL = 1 / np.sqrt(2)               # ideal frequency ratio D/H
PER_CM = const.h * const.c * 100     # joule per cm^-1


def thermal(T):
    """kT in cm^-1."""
    return const.k * T / PER_CM


# ---------- numerical road: levels on a grid ----------
STEP = 0.1
GRID = np.arange(-8.0, 12.0 + STEP / 2, STEP)   # in H oscillator lengths
index = np.arange(GRID.size)
gap = index[:, None] - index[None, :]
safe_gap = np.where(gap == 0, 1, gap)
MINUS_D2 = np.where(gap == 0, np.pi**2 / 3,
                    2.0 * (-1.0)**np.abs(gap) / safe_gap**2) / STEP**2


def levels(omega, potential, mass_ratio):
    """Levels (cm^-1) for a particle of mass_ratio times the H mass."""
    kinetic = omega / (2 * mass_ratio) * MINUS_D2
    return np.linalg.eigvalsh(kinetic + np.diag(potential))


def harmonic_levels(omega, mass_ratio):
    return levels(omega, omega * GRID**2 / 2, mass_ratio)


def morse_levels(fundamental, x, mass_ratio):
    omega = fundamental + 2 * x
    depth = omega**2 / (4 * x)
    a = np.sqrt(omega / (2 * depth))
    return levels(omega, depth * (1 - np.exp(-a * GRID))**2, mass_ratio)


def q_sum(omega, mass_ratio, T):
    """Partition function as an explicit sum over computed levels."""
    return np.sum(np.exp(-harmonic_levels(omega, mass_ratio) / thermal(T)))


def k_sum(modes_c, modes_m, T):
    """Exchange constant from level sums, mode by mode."""
    value = 1.0
    for nu in modes_c:
        value *= q_sum(nu, 2, T) / q_sum(nu, 1, T)
    for nu in modes_m:
        value *= q_sum(nu, 1, T) / q_sum(nu, 2, T)
    return value


# ---------- derived formulas ----------
def k_ground(nu_c, nu_m, T):
    return np.exp((1 - IDEAL) * (nu_c - nu_m) / (2 * thermal(T)))


def site_factor(nu, ratio, T):
    """Quantum enrichment factor of a mode with frequency ratio D/H."""
    u = nu / thermal(T)
    return ratio * np.sinh(u / 2) / np.sinh(ratio * u / 2)


def k_formula(modes_c, modes_m, T):
    top = np.prod([site_factor(nu, IDEAL, T) for nu in modes_c])
    return top / np.prod([site_factor(nu, IDEAL, T) for nu in modes_m])


# Ideal scaling and zero-point energies
zpe = {}
for name, nu in (("C", NU_C), ("M", NU_M)):
    e_h, e_d = harmonic_levels(nu, 1), harmonic_levels(nu, 2)
    assert abs((e_d[1] - e_d[0]) / (e_h[1] - e_h[0]) - IDEAL) < 1e-7
    zpe[name] = (e_h[0], e_d[0])
drop_c = zpe["C"][0] - zpe["C"][1]
drop_m = zpe["M"][0] - zpe["M"][1]
delta_e = drop_m - drop_c
assert abs(delta_e + (1 - IDEAL) * (NU_C - NU_M) / 2) < 1e-4

# Exchange constant: level sums against formulas
K0 = k_ground(NU_C, NU_M, T_ROOM)
K_full = k_formula([NU_C], [NU_M], T_ROOM)
K_num = k_sum([NU_C], [NU_M], T_ROOM)
assert abs(K_num / K_full - 1) < 1e-6
assert abs(K0 / K_num - 1) < 0.005      # excited levels hardly matter
assert round(K0, 1) == 2.2 and round(K_num, 1) == 2.2
K_hot = k_formula([NU_C], [NU_M], T_GROWTH)
assert abs(k_sum([NU_C], [NU_M], T_GROWTH) / K_hot - 1) < 1e-6

# Hot limit: ln K -> (u_C^2 - u_M^2)/48
T_LIMIT = 30000.0
ln_limit = (NU_C**2 - NU_M**2) / (48 * thermal(T_LIMIT)**2)
ln_exact = np.log(k_formula([NU_C], [NU_M], T_LIMIT))
assert abs(ln_exact / ln_limit - 1) < 0.01

# One D on one metal site or four carbon sites: enumerate isotopomers
sites = [NU_M] + [NU_C] * 4
weights = [np.prod([q_sum(nu, 2 if i == place else 1, T_ROOM)
                    for i, nu in enumerate(sites)])
           for place in range(len(sites))]
share_metal = weights[0] / sum(weights)
assert abs(share_metal - 1 / (1 + 4 * K_full)) < 1e-6

# Finite partner masses: free two-atom pairs
m_e = const.physical_constants["electron mass in u"][0]
m_h = const.physical_constants["proton mass in u"][0] + m_e
m_d = const.physical_constants["deuteron mass in u"][0] + m_e


def reduced(m, partner):
    return m * partner / (m + partner)


def pair_q(m, partner, nu_h, T):
    """Translation, classical rotation, vibration; common factors cut."""
    mu = reduced(m, partner)
    nu = nu_h * np.sqrt(reduced(m_h, partner) / mu)
    vibration = 1 / (2 * np.sinh(nu / (2 * thermal(T))))
    return (m + partner)**1.5 * mu * vibration


s_c = np.sqrt(reduced(m_h, MASS_C) / reduced(m_d, MASS_C))
s_m = np.sqrt(reduced(m_h, MASS_GA) / reduced(m_d, MASS_GA))
K_mass = site_factor(NU_C, s_c, T_ROOM) / site_factor(NU_M, s_m, T_ROOM)
K_pairs = (pair_q(m_d, MASS_C, NU_C, T_ROOM)
           * pair_q(m_h, MASS_GA, NU_M, T_ROOM)
           / pair_q(m_h, MASS_C, NU_C, T_ROOM)
           / pair_q(m_d, MASS_GA, NU_M, T_ROOM))
assert abs(K_mass / K_pairs - 1) < 1e-9

# Anharmonicity at fixed H fundamentals
morse_drop = {}
for name, nu, x in (("C", NU_C, X_C), ("M", NU_M, X_M)):
    e_h, e_d = morse_levels(nu, x, 1), morse_levels(nu, x, 2)
    assert abs(e_h[1] - e_h[0] - nu) < 1e-3
    morse_drop[name] = e_h[0] - e_d[0]
    predicted = nu * (1 - IDEAL) / 2 + (7 / 8 - IDEAL) * x
    assert abs(morse_drop[name] - predicted) < 1e-3
K_morse = np.exp((morse_drop["C"] - morse_drop["M"]) / thermal(T_ROOM))

# Bends: two per site
bend_factor = k_formula(BENDS_C, BENDS_M, T_ROOM)
assert abs(k_sum(BENDS_C, BENDS_M, T_ROOM) / bend_factor - 1) < 1e-6
bend_hot = k_formula(BENDS_C, BENDS_M, T_GROWTH)

mev = PER_CM / const.e * 1000
print(f"C-H stretch: {NU_C:.0f} cm^-1")
print(f"M-H stretch: {NU_M:.0f} cm^-1")
print(f"ideal frequency ratio D/H: {IDEAL:.5f}")
print(f"C-D stretch: {NU_C * IDEAL:.1f} cm^-1")
print(f"M-D stretch: {NU_M * IDEAL:.1f} cm^-1")
print(f"zero-point energy C-H: {zpe['C'][0]:.1f} cm^-1")
print(f"zero-point energy C-D: {zpe['C'][1]:.1f} cm^-1")
print(f"zero-point energy M-H: {zpe['M'][0]:.1f} cm^-1")
print(f"zero-point energy M-D: {zpe['M'][1]:.1f} cm^-1")
print(f"zero-point drop on carbon: {drop_c:.1f} cm^-1")
print(f"zero-point drop on metal: {drop_m:.1f} cm^-1")
print(f"exchange energy: {delta_e:.1f} cm^-1")
print(f"exchange energy: {delta_e * mev:.2f} meV")
print(f"kT at {T_ROOM:.0f} K: {thermal(T_ROOM):.2f} cm^-1")
print(f"exponent -dE/kT: {-delta_e / thermal(T_ROOM):.4f}")
print(f"K, ground levels, {T_ROOM:.0f} K: {K0:.3f}")
print(f"K, all levels, {T_ROOM:.0f} K: {K_num:.3f}")
print(f"ground-level K too high by: {100 * (K0 / K_num - 1):.2f} %")
print(f"D share on metal, 1:4 sites: {100 * share_metal:.1f} %")
print(f"D share without isotope effect: {100 / len(sites):.1f} %")
print(f"kT at {T_GROWTH:.0f} K: {thermal(T_GROWTH):.1f} cm^-1")
print(f"K, all levels, {T_GROWTH:.0f} K: {K_hot:.3f}")
print(f"hot-limit test temperature: {T_LIMIT:.0f} K")
print(f"ln K there, full expression: {ln_exact:.3e}")
print(f"ln K there, limiting law: {ln_limit:.3e}")
for nu in (1600.0, 2000.0):
    print(f"K at 300 K if M-H is {nu:.0f} cm^-1: "
          f"{k_ground(NU_C, nu, T_ROOM):.2f}")
print(f"partner masses C, Ga: {MASS_C:.1f}, {MASS_GA:.1f} u")
print(f"frequency ratio D/H, C pair: {s_c:.4f}")
print(f"frequency ratio D/H, Ga pair: {s_m:.4f}")
print(f"K with finite partner masses, 300 K: {K_mass:.2f}")
print(f"anharmonicities C-H, M-H (rough): {X_C:.0f}, {X_M:.0f} cm^-1")
print(f"K with Morse stretches, 300 K: {K_morse:.3f}")
print(f"bends on C (rough): {BENDS_C[0]:.0f}, {BENDS_C[1]:.0f} cm^-1")
print(f"bends on Ga (rough): {BENDS_M[0]:.0f}, {BENDS_M[1]:.0f} cm^-1")
print(f"extra factor from bends, 300 K: {bend_factor:.2f}")
print(f"K, stretches and bends, 300 K: {K_full * bend_factor:.2f}")
print(f"K, stretches and bends, 700 K: {K_hot * bend_hot:.2f}")
print("all good")
```

Running it gives:

```
C-H stretch: 2900 cm^-1
M-H stretch: 1800 cm^-1
ideal frequency ratio D/H: 0.70711
C-D stretch: 2050.6 cm^-1
M-D stretch: 1272.8 cm^-1
zero-point energy C-H: 1450.0 cm^-1
zero-point energy C-D: 1025.3 cm^-1
zero-point energy M-H: 900.0 cm^-1
zero-point energy M-D: 636.4 cm^-1
zero-point drop on carbon: 424.7 cm^-1
zero-point drop on metal: 263.6 cm^-1
exchange energy: -161.1 cm^-1
exchange energy: -19.97 meV
kT at 300 K: 208.51 cm^-1
exponent -dE/kT: 0.7726
K, ground levels, 300 K: 2.165
K, all levels, 300 K: 2.161
ground-level K too high by: 0.20 %
D share on metal, 1:4 sites: 10.4 %
D share without isotope effect: 20.0 %
kT at 700 K: 486.5 cm^-1
K, all levels, 700 K: 1.340
hot-limit test temperature: 30000 K
ln K there, full expression: 2.477e-04
ln K there, limiting law: 2.477e-04
K at 300 K if M-H is 1600 cm^-1: 2.49
K at 300 K if M-H is 2000 cm^-1: 1.88
partner masses C, Ga: 12.0, 69.7 u
frequency ratio D/H, C pair: 0.7342
frequency ratio D/H, Ga pair: 0.7124
K with finite partner masses, 300 K: 1.89
anharmonicities C-H, M-H (rough): 60, 30 cm^-1
K with Morse stretches, 300 K: 2.218
bends on C (rough): 1300, 950 cm^-1
bends on Ga (rough): 750, 700 cm^-1
extra factor from bends, 300 K: 1.63
K, stretches and bends, 300 K: 3.51
K, stretches and bends, 700 K: 1.51
all good
```
